# Does a missing half-order reflection prove an alloy disordered?

**The argument under review**

The manuscript reports a III–V alloy film with equal numbers of two cation species. CuPt-type order, in which cation planes along [111] are alternately rich in one species and in the other, would produce a reflection halfway between the origin and the 111 reciprocal-lattice point. The authors set the diffractometer at that position, find no intensity, and argue:

1. An ordered domain scatters at the half-order position.
2. The film does not scatter there.
3. Therefore the film contains no ordered domains, and its reduced band gap must have another cause.

The first two statements can both be true. The question is whether the third follows. I assume kinematic scattering, in which each atom scatters the incident wave once.

**What one domain contributes**

Let $a$ be the lattice constant. The cations sit at $\mathbf r=(a/2)(i,j,k)$ with $i+j+k=2m$, where the integer $m$ counts the (111) planes. With $2\pi$ included in wavevectors, the half-order vector is

$$
\mathbf Q=\frac{\pi}{a}(1,1,1),\qquad
\mathbf Q\cdot\mathbf r=\frac{\pi}{2}(i+j+k)=\pi m .
$$

The probability of finding species A on a site is $(1+\eta\tau)/2$, with $\tau=s(-1)^m$. The order parameter $\eta$ runs from 0 (random) to 1 (perfect order). The sign $s=\pm1$ states which of the two alternating sets of planes is rich in A.

Let the scattering factors be $f_A$ and $f_B$, with mean $\bar f$ and difference $\Delta f=f_A-f_B$. The mean factor of a site is $\bar f+\Delta f\,\eta\tau/2$. At $\mathbf Q$ each site carries the phase factor $e^{i\pi m}=(-1)^m$. The $\bar f$ part cancels between successive planes, for an even number of them. In the other part the two alternating signs multiply to one, leaving

$$
A(\mathbf Q)=\frac{\eta\,\Delta f}{2}\sum_{\mathbf r}s(\mathbf r)
=\frac{\eta\,\Delta f}{2}(N_+-N_-),
$$

where $N_\pm$ are the numbers of cation sites in domains of either sign. Relative to a single domain of the same total size and the same $\eta$,

$$
\frac{I(\mathbf Q)}{I_{\rm single}}
=\left(\frac{N_+-N_-}{N_++N_-}\right)^2 .
$$

This vanishes for $N_+=N_-$ even at $\eta=1$. The third statement therefore does not follow.

Displaced anions do not rescue it. A minus domain is a plus domain translated by a lattice vector $\mathbf t$ such as $(a/2)(1,1,0)$, for which $\mathbf Q\cdot\mathbf t=\pi$. Translation multiplies the domain's whole half-order amplitude, including the part from anions displaced by the ordering, by $e^{i\pi}=-1$. Atoms relaxed differently at the boundaries are outside this argument.

**Where the intensity goes**

Consider equal stripes whose boundaries are normal to $[1\bar10]$, a direction perpendicular to $\mathbf Q$. Atomic planes along this normal are spaced by $b=a/(2\sqrt2)$. Each stripe has $M$ planes and width $L=Mb$. At $\mathbf Q+\kappa\hat{\mathbf x}$, with $\hat{\mathbf x}$ along the normal, the ordering amplitude is proportional to $\sum_p s_p e^{i\kappa pb}$.

One period contains $M$ planes with $s=1$ and $M$ with $s=-1$. Periodicity $2L$ allows sharp peaks at $\kappa_m=m\pi/L$, where $m$ now labels the peak. With $\theta=\kappa_m b=m\pi/M$, the mean amplitude per plane is

$$
c_m=\frac{1}{2M}\left(1-e^{iM\theta}\right)\sum_{p=0}^{M-1}e^{ip\theta}
=\frac{1}{2M}\frac{(1-e^{iM\theta})^2}{1-e^{i\theta}} .
$$

Since $e^{iM\theta}=(-1)^m$, the nonzero even orders vanish; $m=0$ vanishes because the signs balance. For odd $m$ the numerator is 4, and $|1-e^{i\theta}|=2|\sin(\theta/2)|$, so

$$
|c_m|^2=\frac{1}{M^2\sin^2(\pi m/2M)}
\;\longrightarrow\;\frac{4}{\pi^2m^2}
\qquad(|m|\ll M).
$$

These are the peak intensities relative to the single-domain peak when the crystal contains whole periods. Parseval's relation gives $\sum_m|c_m|^2=\langle s^2\rangle=1$: the boundaries redistribute the ordering intensity without destroying it.

Take $a=0.565$ nm, $M=100$ and sixteen perfectly ordered stripes. Then $b=0.1998$ nm, $L=19.98$ nm and $|\mathbf Q|=\sqrt3\,\pi/a=9.63$ nm$^{-1}$. The central peak is zero. The first satellites lie at $\pm\pi/L=\pm0.157$ nm$^{-1}$, which is a rocking offset of $\arctan(0.157/9.63)=0.94^\circ$. Each has 0.405 of the single-domain peak.

A scan along $\hat{\mathbf x}$ over $\pm10\pi/L=\pm1.57$ nm$^{-1}$ collects 0.961 of the striped crystal's ordering intensity, evaluated by a discrete Fourier sum. The same window collects 0.999 for a single domain. A point measurement and a scan thus give opposite impressions of the same film.

**What disorder would look like**

The manuscript also assumes that a disordered alloy gives zero at $\mathbf Q$. Let $n_{\mathbf r}=1$ for A and 0 for B, chosen independently on each site, and keep only the scattering from composition. The mean of $n_{\mathbf r}-1/2$ is $\eta\tau/2$, and its variance is

$$
\frac{1+\eta\tau}{2}\,\frac{1-\eta\tau}{2}=\frac{1-\eta^2}{4},
$$

because $\tau^2=1$. The mean squared amplitude is the squared mean plus the sum of the variances. For $N$ sites at wavevector $\mathbf q$,

$$
\langle I(\mathbf q)\rangle=\Delta f^2\left[
\frac{\eta^2}{4}\Big|\sum_{\mathbf r}\tau e^{i\mathbf q\cdot\mathbf r}\Big|^2
+\frac{N(1-\eta^2)}{4}\right].
$$

A random alloy has the diffuse Laue level $N\Delta f^2/4$ at $\mathbf Q$. Balanced, perfectly ordered domains have zero there, which is less than disorder gives. One random region can be nearly dark at $\mathbf Q$ by chance, but an ideal average of zero over many coherently illuminated regions would count against randomness; in practice, "no intensity" means no peak above background.

Nor does the total over a full reciprocal cell distinguish the cases. Cross terms between different sites average out over the cell, leaving $\Delta f^2\sum(n_{\mathbf r}-1/2)^2=N\Delta f^2/4$ for every configuration. The evidence for order is concentration of intensity near $\mathbf Q$.

In a coherently illuminated cube whose side is the striped width, 320 nm, there are $7.24\times10^8$ cation sites. The first satellite exceeds the mean Laue level of an equally large disordered cube by a factor $N|c_1|^2=2.9\times10^8$. This compares peak heights at perfect resolution; instrumental smearing lowers the ratio.

**When the cancellation fails**

Cancellation requires waves from both domain signs to interfere. Suppose that pairs of planes separated by $x$ interfere with weight $e^{-x^2/2\ell^2}$, where $\ell$ is the coherence length along the stripe normal. The correlation of $s$ at separation $x$ is $\sum_m|c_m|^2e^{i\kappa_mx}$. Multiplying by the weight, integrating over $x$ for $\ell\gg b$, and dividing by the single-domain result gives

$$
\frac{I(\mathbf Q)}{I_{\rm single}}
=\sum_{m\ \rm odd}|c_m|^2e^{-\kappa_m^2\ell^2/2}.
$$

For an endless array of 20 nm stripes this is 0.84 at $\ell=2$ nm, 0.60 at 5 nm and 0.006 at 20 nm. The ends of a finite array add to it: for the sixteen stripes alone the values are 0.85, 0.62 and 0.023. With short coherence the instrument merges the satellites into the centre, and the apparent half-order peak returns.

The zero also requires balance. The following residues are fractions of the coherent single-domain peak, with the other conditions kept ideal in each case.

- **Unequal populations.** A 55:45 division leaves $(0.55-0.45)^2=0.01$.
- **Scattered widths.** Let $K$ domains, with $K$ even, have independent width deviations of standard deviation $\sigma_L$. The nominal widths cancel and the deviations add in mean square to $K\sigma_L^2$. Division by $(KL)^2$ gives $\sigma_L^2/(KL^2)$, or $6\times10^{-4}$ for 10% scatter and $K=16$.
- **A rigid shift.** If the minus domains are displaced by $\delta$ along $\mathbf Q$, the normalized amplitude is $(1-e^{iQ\delta})/2$ and the residue is $\sin^2(Q\delta/2)$. For $\delta=0.01$ nm it is 0.0023.

These fractions are small against the single-domain peak but not against disorder, whose Laue level is $1/N$ of that peak. In the 320 nm cube, at $\eta=1$ and perfect resolution, the three residues exceed the Laue level by factors of about $7\times10^6$, $5\times10^5$ and $2\times10^6$; falling to the Laue level needs $|N_+-N_-|/(N_++N_-)$ below about $4\times10^{-5}$. The zero is also narrow: the sixteen-stripe crystal has a fringe of 0.004 of the single-domain peak only $0.06^\circ$ away. Whether a residue is seen therefore depends on the detection limit and resolution of the instrument.

Boundaries placed at random can leave more than any of these examples. If the sign flips with probability $p$ at each step between planes, each step contributes a mean factor $r=1-2p$, so $\langle s_0s_l\rangle=r^{|l|}$. For $N_p$ planes,

$$
\Big\langle\Big(\sum_p s_p\Big)^2\Big\rangle=N_p+2T,\qquad
T=\sum_{l=1}^{N_p-1}(N_p-l)r^l .
$$

Subtracting $rT$ from $T$ leaves $(1-r)T=N_pr-r(1-r^{N_p})/(1-r)$. Hence

$$
\Big\langle\Big(\sum_p s_p\Big)^2\Big\rangle
=N_p\frac{1+r}{1-r}-\frac{2r(1-r^{N_p})}{(1-r)^2}.
$$

With $p=0.01$ and $N_p=1600$, division by $N_p^2$ gives 0.060. In a long crystal the mean profile per plane is

$$
\sum_{l=-\infty}^{\infty}r^{|l|}e^{il\kappa b}
=\frac{1-r^2}{1-2r\cos\kappa b+r^2},
$$

which for $0<r<1$ is greatest at $\kappa=0$. Random antiphase boundaries thus give, on average, a broadened peak centred on $\mathbf Q$. The central zero belongs to balanced arrangements, not to antiphase boundaries in general.

Thermal vibration cannot create the zero. A root-mean-square displacement of 0.01 nm along $\mathbf Q$ multiplies the ordering intensity there by $e^{-Q^2u^2}=0.991$, for both domain signs alike.

**The band-gap inference**

The ordering potential couples the zone-centre conduction state to a state that ordering folds onto the zone centre. Translation by $\mathbf t$ reverses the sign of this coupling. A two-state model, with energies measured from the uncoupled conduction edge, is

$$
H=\begin{pmatrix}
-\dfrac{\hbar^2}{2m_0}\partial_x^2 & Vs(x)\\[2mm]
Vs(x) & \Delta-\dfrac{\hbar^2}{2m_1}\partial_x^2
\end{pmatrix}.
$$

In a uniform domain the lowest state has no kinetic energy, and $E(E-\Delta)=V^2s^2=V^2$. The lower root,

$$
E_0=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+V^2},
$$

is the same for both signs. With $\Delta=0.4$ eV and $V=0.3$ eV, $E_0=0.2-\sqrt{0.04+0.09}=-0.161$ eV.

For alternating domains, $E_0$ remains a lower bound: the potential matrix has lowest eigenvalue $E_0$ at every $x$, and kinetic energy is not negative. For an upper bound, take a trial state $\sqrt{2/L}\sin(\pi x/L)$ inside one domain and zero outside, with the two components in the proportions of the uniform solution. The first row gives $sVc_1=E_0c_0$, hence weights $w_0=V^2/(V^2+E_0^2)$ and $w_1=1-w_0$. Therefore

$$
E_0\le E\le E_0+\frac{\hbar^2\pi^2}{2L^2}
\left(\frac{w_0}{m_0}+\frac{w_1}{m_1}\right).
$$

For masses of 0.1 and 0.2 electron masses and $L=19.98$ nm, the edge must lie between $-0.161$ and $-0.152$ eV. Finite-difference diagonalization gives $-0.156$ eV. Nearly all the lowering survives although $I(\mathbf Q)=0$.

Domain width still matters. To gain energy from the coupling, the folded component must take opposite signs relative to the other component in adjacent domains. Continuity forces that relative sign to change through a zero, which costs kinetic energy. At $L=2$ nm, with the other parameters fixed, the computed edge is $-0.079$ eV, about half the single-domain lowering. The kinetic energy scale of the folded component, $\hbar^2\pi^2/(2m_1L^2)=0.47$ eV, is then too large for constant effective masses to be reliable in a real alloy, so this value shows only the trend.

**Comparison with a real film**

The parameters are rough values in the regime of CuPt-ordered GaInP grown on GaAs. The energies depend on them: with $\Delta=0.11$ eV and a folded mass of 0.13, the single-domain edge moves to $-0.250$ eV and the fraction of the lowering kept at 2 nm falls from 0.49 to 0.33, while the fraction kept at 20 nm stays 0.97. Perfect order and regular stripes are idealizations: such films are usually only partly ordered, with irregular domains. Replacing regular by random boundaries at the same mean density moves the central intensity from zero to about 0.06 on average for a coherent region of 1600 planes (about 0.006 for 16000), with wide scatter from one coherent region to the next that averages down when many regions are illuminated. Setting $\eta=0.5$, and assuming $V$ proportional to $\eta$, moves the 20 nm edge from $-0.156$ to $-0.048$ eV. The latter is less than twice the thermal energy at 300 K, 0.026 eV. The model omits valence-band splitting, so these are not predictions of the full gap reduction. Multiple scattering, which can matter in electron diffraction, and detailed boundary relaxation are also omitted.

**Requested revision**

The claim of disorder should be withdrawn unless a map of the region around the half-order position, not just a few line scans through it, also shows no concentrated intensity. Satellites from stripes lie along the stripe normal, which is not known beforehand, and a line scan in another direction can miss them. To exclude stripes, the map must extend in every direction beyond $\pi/L$ for the narrowest width considered: 0.157 nm$^{-1}$ for 20 nm stripes, but 1.57 nm$^{-1}$ for 2 nm stripes. Other domain shapes can require a larger map: a balanced checkerboard of square domains of side $L$ has its nearest peaks at a distance $\sqrt2\,\pi/L$. The other $\langle111\rangle$ ordering directions have their own half-order vectors and need separate maps. The present measurement shows no resolved peak at one point, which is compatible with disorder and also with ordered domains balanced closely enough that the residue at that point lies below the detection limit, which the authors should state.
